# Mean excitation energy from imaginary-frequency polarizability without explicit continuum states

## What scaling fixes

A fast charged particle losing energy to an atom's electrons samples the excitation spectrum through one number, the mean excitation energy $I$. For $N$ electrons with dipole excitation energies $w_n$ and oscillator strengths $f_n$,

$$N\ln I=\sum_n f_n\ln w_n,\qquad \sum_n f_n=N. \tag{1}$$

Sums include integration over the continuum. I use atomic units, a nonrelativistic atom with a fixed nucleus, and logarithms of energies in hartree. The ground state is taken to be spherical, so its dipole response is a single scalar. At imaginary frequency it is

$$\alpha(i\omega)=\sum_n\frac{f_n}{w_n^2+\omega^2}, \tag{2}$$

which is smooth and positive, with no resonances.

Multiply every $w_n$ by $\lambda$ and keep the $f_n$. By (1), $\ln I$ shifts by $\ln\lambda$. By (2), $\alpha(i\omega)$ becomes $\lambda^{-2}\alpha(i\omega/\lambda)$, so $\int_0^\infty\omega\,\alpha(i\omega)\,d\omega$ is formally unchanged: the factor $\lambda^{-2}$ cancels against $\omega\,d\omega$. A convergent integral of this kind could not produce the shift. It must diverge logarithmically, and the scale that regulates it must supply the logarithm. The expected form is therefore the logarithm of a reference energy minus a regulated integral of $\omega\alpha/N$.

The same scaling covers hydrogen-like ions. For nuclear charge $Z$ all excitation energies are $Z^2$ times those of hydrogen and the strengths are unchanged, so $I=Z^2I_{\rm H}$.

## First attempt: add up the states

Equation (1) suggests listing states. Bound levels are easy to list, but in hydrogen they carry a strength of only 0.56500 out of 1. Averaging $\ln w_n$ over them alone, normalized to that strength, gives 10.772 eV; the full spectrum gives 14.9913 eV. The continuum holds the rest of the strength at higher energies and cannot be dropped.

The polarizability avoids the list. Let $\mathcal Z=\sum_i z_i$ and $f_n=2w_n|\langle n|\mathcal Z|0\rangle|^2$. Since $2\,\mathrm{Re}\,(w+i\omega)^{-1}=2w/(w^2+\omega^2)$, equation (2) is the same as

$$\alpha(i\omega)=2\,\mathrm{Re}\,\langle \mathcal Z\psi_0|(H-E_0+i\omega)^{-1}|\mathcal Z\psi_0\rangle. \tag{3}$$

This needs one solution of $(H-E_0+i\omega)\chi=\mathcal Z\psi_0$ per frequency. For $\omega>0$ the operator has no zero mode, and $\chi$ is square-integrable even though the continuum contributes to it.

## Second attempt: cut the integral off

For one transition,

$$\int_0^\Omega\frac{\omega\,d\omega}{w^2+\omega^2}
=\tfrac12\ln\frac{w^2+\Omega^2}{w^2}
=\ln\Omega-\ln w+\tfrac12\ln\!\Big(1+\frac{w^2}{\Omega^2}\Big).$$

Multiplying by $f_n$, summing and rearranging gives

$$N\ln\Omega-\int_0^\Omega\omega\,\alpha\,d\omega
=N\ln I-\tfrac12\sum_nf_n\ln\!\Big(1+\frac{w_n^2}{\Omega^2}\Big). \tag{4}$$

The left side approaches $N\ln I$ from below. Because $\ln(1+x)\le x$, the deficit is at most $S_2/(2\Omega^2)$, where $S_2=\sum_nf_nw_n^2$.

This moment is finite. With total momentum $P$ along $z$, $[H,\mathcal Z]=-iP$ gives $w_n\langle n|\mathcal Z|0\rangle=-i\langle n|P|0\rangle$. Hence

$$S_2=2\sum_nw_n|\langle n|P|0\rangle|^2=\langle[P,[H,P]]\rangle
=\Big\langle\sum_i\frac{\partial^2V}{\partial z_i^2}\Big\rangle .$$

Here $V$ is the nuclear attraction; electron repulsion commutes with $P$. For a spherical density $\rho$, the second derivative averages to $\nabla^2V/3$, so $S_2=4\pi Z\rho(0)/3$. Hydrogen has $\rho(0)=1/\pi$ and $S_2=4/3$, which agrees with 1.33333 hartree$^2$ from its explicit spectrum.

For hydrogen, a cutoff of 10 hartree gives 14.92791 eV, with a deficit in $\ln I$ of $4.238\times10^{-3}$ against the bound $6.667\times10^{-3}$. At 100 hartree the result is 14.99044 eV and the deficit $5.720\times10^{-5}$. The method works, but an error of $10^{-8}$ in $\ln I$ would need $\Omega\approx\sqrt{(2/3)\times10^8}\approx8\times10^3$ hartree by the bound. The answer is also the difference of two numbers that grow with $\Omega$.

## Subtract the logarithm inside the integral

The growing part comes from the limit $\alpha\to N/\omega^2$. A single fictitious transition of energy $b>0$ and strength $N$ has that limit and is harmless at $\omega=0$. Its cut-off integral is

$$\int_0^\Omega\frac{N\omega\,d\omega}{\omega^2+b^2}
=N\ln\Omega-N\ln b+\frac N2\ln\!\Big(1+\frac{b^2}{\Omega^2}\Big).$$

Solve this for $N\ln\Omega$, insert it in (4), and let $\Omega\to\infty$. Both remainders vanish, leaving

$$\boxed{\;\ln I=\ln b-\frac1N\int_0^\infty\omega\left[\alpha(i\omega)-\frac N{\omega^2+b^2}\right]d\omega\;} \tag{5}$$

This has the form required by scaling, with $b$ as the reference energy. The result is independent of $b$, because a change in $\ln b$ is cancelled by the integral. For hydrogen, $b=0.3$, 1 and 3 hartree give values of $\ln I$ that differ by $4.4\times10^{-16}$. This tests the quadrature of the subtraction; it says nothing about the quality of $\alpha$, since the $b$ dependence does not involve $\alpha$.

A synthetic case with $N=3$ tests the electron-number factor. Take energies 0.3, 2 and 40 hartree with strengths 0.5, 1.5 and 1. The direct average is $(0.5\ln0.3+1.5\ln2+\ln40)/3=1.375538$, and (5) gives 1.37553794.

Equation (5) has a strict requirement. If an approximate $\alpha$ tends to $N'/\omega^2$ with $N'\ne N$, the integral up to $\Omega$ contains $(N'-N)\ln\Omega$ and diverges. Replacing $N$ by $N'$ restores convergence, but the result is then the mean of the approximate spectrum and the missing strength stays missing. The safest course is to build the sum rule into the calculation of $\alpha$.

## Choose a basis that keeps the sum rule

For hydrogen, $\psi_0=e^{-r}/\sqrt\pi$ and $z\psi_0$ is a p wave. Writing it as $g(r)Y_{10}/r$, with $Y_{10}=\sqrt{3/4\pi}\cos\theta$, gives $g=(2/\sqrt3)\,r^2e^{-r}$. Use the functions

$$\phi_k=c_k\,r^2e^{-r}L_k^{(3)}(2r),\qquad c_k=\sqrt{\frac{16\,k!}{(k+3)!}},\qquad k=0,1,\dots,K-1 .$$

The decay constant matches the ground state, so $g$ is proportional to the first function. As $c_0=\sqrt{8/3}$, $g=\phi_0/\sqrt2$.

This decay constant also simplifies the Hamiltonian. The radial operator is $-\tfrac12d^2/dr^2+1/r^2-1/r+\tfrac12$, the last term being $-E_0$. Let $x=2r$, and let primes on $L$ denote $d/dx$. Differentiating the product gives

$$\frac{d^2}{dr^2}\big(r^2e^{-r}L\big)=e^{-r}\big[4r^2L''+4(2r-r^2)L'+(2-4r+r^2)L\big].$$

The operator acting on $r^2e^{-r}L$ therefore yields $e^{-r}$ times

$$-2r^2L''-(4r-2r^2)L'+rL=-r\,[xL''+(4-x)L'-L].$$

Laguerre's equation, $xL''+(4-x)L'=-kL$, turns this into $(k+1)rL$. Thus

$$(H-E_0)\phi_k=\frac{k+1}r\,\phi_k. \tag{6}$$

Laguerre orthogonality gives $\langle\phi_j|1/r|\phi_k\rangle=\delta_{jk}$, so $H-E_0$ is represented by a diagonal matrix $D$ with entries $k+1$. The overlap $S_{jk}=\langle\phi_j|\phi_k\rangle$ is the matrix of $x/2$ in the same orthonormal set. From

$$xL_k^{(3)}=-(k+1)L_{k+1}^{(3)}+(2k+4)L_k^{(3)}-(k+3)L_{k-1}^{(3)}$$

and $c_k/c_{k+1}=\sqrt{(k+4)/(k+1)}$,

$$S_{kk}=k+2,\qquad S_{k,k+1}=-\tfrac12\sqrt{(k+1)(k+4)}.$$

Projecting the linear equation on the basis gives $Mc=b_s$, with $M=D+i\omega S$. The source vector is $b_s=Se_0/\sqrt2$, where $e_0$ is the first unit vector, and $\alpha=2\,\mathrm{Re}\,b_s^TM^{-1}b_s$. Since $i\omega S=M-D$ and $De_0=e_0$,

$$M^{-1}Se_0=\frac{e_0-M^{-1}e_0}{i\omega}.$$

Let $G=(M^{-1})_{00}$. Multiplying from the left by $\tfrac12e_0^TS$, with $S_{00}=2$ and $e_0^TSM^{-1}e_0=(1-G)/(i\omega)$,

$$b_s^TM^{-1}b_s=\frac1{2i\omega}\Big[2-\frac{1-G}{i\omega}\Big]
=\frac1{i\omega}+\frac{1-G}{2\omega^2}.$$

The first term is imaginary, so

$$\alpha(i\omega)=\frac{1-\mathrm{Re}\,G(\omega)}{\omega^2}. \tag{7}$$

At high frequency $M\approx i\omega S$ and $G\to0$. The limit $\alpha\to1/\omega^2$ therefore holds for every basis size, and the subtraction in (5) is safe before the basis has converged.

Eliminating the tridiagonal matrix from its far end gives a continued fraction. Each step is $G_k=1/(M_{kk}-M_{k,k+1}^2G_{k+1})$, and the square of the imaginary coupling is negative, so

$$G_k=\frac1{k+1+i\omega(k+2)+\tfrac14\omega^2(k+1)(k+4)\,G_{k+1}},\quad G_K=0,\quad G=G_0. \tag{8}$$

With one function, $G=1/(1+2i\omega)$ and (7) gives $\alpha=1/(\omega^2+\tfrac14)$. This is a single transition at $\tfrac12$ hartree with unit strength: $I$ is 13.6 eV and $\alpha(0)=4$. With two or more functions, $b_s=(\sqrt2,-1/\sqrt2,0,\dots)$ and $\alpha(0)=2(2+\tfrac12\cdot\tfrac12)=4.5$, the full static value.

## Place the effort where the frequencies need it

High frequencies demand more functions. For large $k$, dividing the homogeneous recurrence by $k$ leaves solutions $t^k$ and $t^{-k}$, with

$$t+\frac1t=2+\frac2{i\omega},\qquad |t|<1 .$$

Truncation forces the solution to vanish at $k=K$. This mixes in the growing solution, with relative weight $t^{2K}$ at the origin, apart from powers of $K$. Setting $t=e^{-s}$ at large $\omega$ gives $s^2\approx-2i/\omega$ and $\mathrm{Re}\,s\approx1/\sqrt\omega$, so the error falls as $e^{-2K/\sqrt\omega}$. At $\omega=100$ the decay rate per function, measured between $K=40$ and $K=100$, is 0.2010; the equation for $t$ predicts 0.2002.

The tail also limits how fast a quadrature converges. In hydrogen the strength per unit energy falls as $w^{-7/2}$ at high energy. The part of $S_2$ above $w\approx\omega$ is then of order $\omega^{-1/2}$, so the expansion of $\alpha$ contains half-integer powers after $1/\omega^2-S_2/\omega^4$. The map

$$\omega=\Big(\frac s{1-s}\Big)^2,\qquad d\omega=\frac{2s}{(1-s)^3}\,ds,\qquad 0<s<1,$$

turns them into integer powers of $1-s$. It does not remove every singularity: the strength also contains a term $-\tfrac{16}{3}w^{-5}$, which gives $\alpha$ a term $-\tfrac{16}{3}\omega^{-6}\ln\omega$ and leaves $(1-s)^7\ln(1-s)$ in the mapped integrand. This is weak enough that the error in $\ln I$ is already near $10^{-14}$ with 40 points. The integrand of (5) falls as $\omega^{-3}$, so with the Jacobian it vanishes as $(1-s)^3$. Gauss–Legendre points in $s$ then converge rapidly once there are enough of them. The gain appears at high accuracy; with only 10 or 20 points the plain map $\omega=s/(1-s)$ is more accurate for hydrogen.

The procedure is to choose $b$ near a typical excitation energy, evaluate (8) and (7) at the mapped frequencies, sum (5), and increase the basis and the number of points separately.

## Hydrogen

With 1500 functions, 100 points and $b=1$ hartree, (5) gives

$$\ln(I/\text{hartree})=-0.59616537,\qquad I=e^{-0.596165}=0.550920\ \text{hartree}=14.9913\ \text{eV}.$$

The comparison value comes from the known bound strengths and continuum density of hydrogen, whose total is 1.00000000. Their logarithmic average is also $-0.59616537$. The two routes to $\alpha$ agree to all eight printed figures at $\omega=0.1$, 1, 10 and 100.

With the 100 points held fixed, 2, 5, 10 and 40 functions give 14.773, 14.982, 14.9908 and 14.9913 eV. Two functions are already within 1.5% of the final $I$. They have the right total strength and static polarizability, though these two sums alone do not fix the logarithmic mean. With 1500 functions held fixed, 5, 10 and 20 points give 14.513, 14.982 and 14.9913 eV. With this map, five points thus do more damage than a basis of two functions; the plain map $\omega=s/(1-s)$ with five points is already within 0.03% of the final $I$.

## Does this number govern stopping?

Let a heavy point charge $Z_1$ pass at speed $v$. In first Born approximation its interaction with an electron has Fourier transform of magnitude $4\pi Z_1/q^2$, and giving up energy $w_n$ requires $\mathbf q\cdot\mathbf v=w_n$, so $q\ge w_n/v$. With $F_n(q)=\langle n|\sum_ie^{i\mathbf q\cdot\mathbf r_i}|0\rangle$, the golden rule and the angular integral over the delta function give

$$\sigma_n=\frac{8\pi Z_1^2}{v^2}\int_{w_n/v}^\infty|F_n|^2\frac{dq}{q^3}.$$

Define $f_n(q)=2w_n|F_n|^2/q^2$, which becomes $f_n$ as $q\to0$. The stopping cross-section is

$$\sum_nw_n\sigma_n=\frac{4\pi Z_1^2}{v^2}L,\qquad L=\sum_n\int_{w_n/v}^\infty f_n(q)\frac{dq}q. \tag{9}$$

At high speed, split the integral at a small fixed $q_0$. Below it, $f_n(q)\approx f_n$ contributes $\sum_nf_n\ln(q_0v/w_n)=N\ln(q_0v/I)$. Above it, $\sum_nf_n(q)=N$. At large $q$ the strength sits near $w=q^2/2$, which is accessible for $q<2v$, so this part gives $N\ln(2v/q_0)$. The sum is $L\to N\ln(2v^2/I)$.

For a 1 MeV proton, $v=6.3268$ and

$$\ln\frac{2v^2}I=\ln\frac{2(6.3268)^2}{0.550920}=4.979 .$$

Integrating (9) over the full hydrogen response gives $L=4.952$, lower by 0.0269. At 4 MeV the difference is 0.0064. Multiplied by $v^2$ these are 1.076 and 1.026. The Born sum over bound levels stops at level 400; the omitted levels lower these products by about 0.0005 and 0.003, and the extrapolated $I$ below by about 0.0002 eV. The remainder is therefore close to $1/v^2$ but not purely so. Let $X=\ln(2v^2)-L$. Since $v^2$ differs by a factor of four, $(4X_{4}-X_{1})/3$ removes a $1/v^2$ remainder and gives $I=14.985$ eV. This is 0.04% below the value from (5), obtained without using $\alpha$.

The 1 MeV cross-section is

$$\frac{4\pi}{(6.3268)^2}\times4.979=1.563\ \text{a.u.}=1.191\times10^{-15}\ \text{eV cm}^2\text{ per atom}.$$

The full Born integral gives 1.185 in the same unit. Errors in $I$ enter weakly: for the cross-section $S$, $\delta S/S=-N\,\delta\ln I/L$, with $N=1$ here. The bound-state value 10.772 eV would still raise it by $\ln(14.9913/10.772)/4.979=6.6\%$.

An energy of 1 MeV lies in the range used for proton implantation and ion-beam analysis, but a target of free hydrogen atoms does not represent those solids. Ordinary hydrogen gas is molecular. With a rough 19 eV for its mean excitation energy, the cross-section per atom falls by about 5%, the largest of the effects sized here. The shell correction, meaning the difference between full Born and the logarithm, is $-0.54\%$. Beyond first Born, the Bloch term, even in $Z_1$, has the scale $(Z_1/v)^2/L=0.50\%$, which is an order of magnitude and not a computed correction. The Barkas term, odd in $Z_1$, scales differently and can be of comparable size; it is not estimated here. Relativistic kinematics lowers $v^2$ by 0.160%, and the finite nuclear mass lowers $I$ by 0.054%. The six figures of the hydrogen benchmark therefore measure the algorithm; a stopping power in real gas is not known from it to that accuracy. The numerical output below gives the remaining convergence data.

## Computed results

```
HYDROGEN, imaginary-frequency method
static polarizability = 4.500000 a.u.
alpha(i w), w = 0.1 a.u.: method 4.2502983e+00, spectrum 4.2502983e+00 a.u.
alpha(i w), w = 1 a.u.: method 7.4244075e-01, spectrum 7.4244075e-01 a.u.
alpha(i w), w = 10 a.u.: method 9.9240922e-03, spectrum 9.9240922e-03 a.u.
alpha(i w), w = 100 a.u.: method 9.9988981e-05, spectrum 9.9988981e-05 a.u.
ln(I / hartree): method -0.59616537, explicit spectrum -0.59616537
I = 0.550920 hartree = 14.9913 eV
spread of ln I over b = 0.3, 1, 3 hartree = 4.4e-16
basis size 2: I = 14.772613 eV
basis size 5: I = 14.982368 eV
basis size 10: I = 14.990795 eV
basis size 20: I = 14.991279 eV
basis size 40: I = 14.991301 eV
quadrature points 5: I = 14.513347 eV
quadrature points 10: I = 14.981819 eV
quadrature points 20: I = 14.991298 eV
quadrature points 40: I = 14.991301 eV
sharp cutoff 10 hartree: I = 14.92791 eV, deficit in ln I = 4.238e-03, bound 6.667e-03
sharp cutoff 100 hartree: I = 14.99044 eV, deficit in ln I = 5.720e-05, bound 6.667e-05
error decay per basis function at w = 100 a.u.: measured 0.2010, predicted 0.2002
EXPLICIT SPECTRUM (reference)
total strength = 1.00000000, bound part = 0.56500
sum of f w^2 = 1.33333 hartree^2
I from bound levels alone = 10.772 eV
three-transition test, N = 3: ln I = 1.37553794
STOPPING OF PROTONS IN ATOMIC HYDROGEN
1 MeV: v = 6.3268 a.u., ln(2v^2/I) = 4.97891, full Born L = 4.95202, difference = 0.02689, times v^2 = 1.076
4 MeV: v = 12.6536 a.u., ln(2v^2/I) = 6.36520, full Born L = 6.35879, difference = 0.00641, times v^2 = 1.026
I recovered from Born stopping = 14.985 eV
1 MeV cross-section with I = 1.1910 x 1e-15 eV cm^2/atom
1 MeV cross-section, full Born = 1.1846 x 1e-15 eV cm^2/atom
NEGLECTED EFFECTS AT 1 MeV
shell correction = -0.54 % of the cross-section
beyond first Born, scale (Z1/v)^2 = 0.0250, over L = 0.50 %
relativistic change of v^2 = -0.160 %
finite nuclear mass, change of I = -0.054 %
molecular binding (rough I of H2 = 19 eV): change of cross-section = -4.8 %
```
